# Unequal in-plane stresses in an equibiaxially strained cubic (110) film, part 1

(Sections cited here and not found follow in the second part.)

## I. The stresses and their difference

### What symmetry and dimensions fix

A cubic crystal film has the surface normal $[110]$. It is stretched by the same small strain $\varepsilon$ in every direction of its plane, and its top surface is free. The two in-plane directions $[1\bar10]$ and $[001]$ are perpendicular, and each is normal to a mirror plane of cubic elasticity: Hooke's law keeps its form when two cube axes are exchanged or one is reversed, even if the atomic structure lacks that mirror. The stress must respect both mirrors, so these directions are its principal axes. No symmetry operation of the surface exchanges them, however, and the two principal stresses may therefore differ.

In linear elasticity the difference is $\varepsilon$ times a combination of the three stiffnesses $C_{11}$, $C_{12}$ and $C_{44}$ that itself has the dimension of a stress. Relaxing the free surface means solving one linear equation for the normal strain. The coefficient of the unknown in that equation is half of

$$S=C_{11}+C_{12}+2C_{44},$$

as Lemma 2 will show. The stress difference is therefore $\varepsilon$ times a quadratic polynomial in the stiffnesses, divided by $S$. Two special cases give the factors of this polynomial.

First, when $C_{11}-C_{12}-2C_{44}=0$ the crystal is elastically isotropic, all in-plane directions are equivalent, and the difference vanishes. Secondly, when $C_{11}+2C_{12}=0$ a uniform dilation produces no stress. The film can then take a normal strain equal to $\varepsilon$, which satisfies the free-surface condition and leaves no stress at all, so the difference vanishes again. A polynomial that vanishes wherever a linear expression vanishes contains that expression as a factor. Two linear factors exhaust a quadratic polynomial, and hence

$$\sigma_{[001]}-\sigma_{[1\bar10]}=k\,\varepsilon\,\frac{(C_{11}+2C_{12})(C_{11}-C_{12}-2C_{44})}{C_{11}+C_{12}+2C_{44}},$$

where $k$ is a pure number. Symmetry and dimensions leave this number open; the proof below gives $k=1$, together with the two stresses themselves.

### Setting and conventions

Let $x,y,z$ be the cube axes. The film axes are the unit vectors

$$\mathbf t_1=\frac{(1,-1,0)}{\sqrt2},\qquad \mathbf t_2=(0,0,1),\qquad \mathbf n=\frac{(1,1,0)}{\sqrt2}.$$

Thus $\mathbf t_1$ points along $[1\bar10]$, $\mathbf t_2$ along $[001]$, and $\mathbf n$ along the surface normal. Tensile strain and tensile stress are positive. Shear strains are tensor components, so that $\varepsilon_{xy}$ is half of the change of angle between the $x$ and $y$ axes. Hooke's law for a cubic crystal, written in the cube axes, is

$$\sigma_{xx}=C_{11}\varepsilon_{xx}+C_{12}(\varepsilon_{yy}+\varepsilon_{zz}),\qquad \sigma_{xy}=2C_{44}\varepsilon_{xy},$$

and the other components follow by permuting the axes.

The assumptions are these.

1. The strains are small and the response is linear.
2. The strain is uniform through the film, which holds far from its edges.
3. A thick substrate fixes the in-plane strain.
4. The top surface carries no traction, so $\boldsymbol\sigma\mathbf n=0$. Since the stress is uniform, this holds throughout the film.
5. The crystal is stable, which means that every non-zero strain costs energy.

The third assumption yields an equal strain in all in-plane directions when film and substrate are both cubic, have the same orientation and are joined coherently. The misfit is then the relative difference of two lattice parameters, and it has no preferred direction.

The fifth assumption gives three inequalities. The energy density is $\tfrac12\sum_{ij}\sigma_{ij}\varepsilon_{ij}$. A uniform dilation $\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon_{zz}=\delta$ costs $\tfrac32(C_{11}+2C_{12})\delta^2$. The strain $\varepsilon_{xx}=-\varepsilon_{yy}=\delta$ costs $(C_{11}-C_{12})\delta^2$. The shear $\varepsilon_{xy}=\varepsilon_{yx}=\delta$ costs $2C_{44}\delta^2$. Stability therefore requires

$$C_{11}+2C_{12}>0,\qquad C_{11}-C_{12}>0,\qquad C_{44}>0.$$

It follows that $S$ is positive, because

$$3(C_{11}+C_{12})=2(C_{11}+2C_{12})+(C_{11}-C_{12})>0.$$

Two further abbreviations are useful:

$$B=C_{11}+2C_{12},\qquad D=C_{11}-C_{12}-2C_{44}.$$

$B$ is three times the bulk modulus, and $D$ measures the departure from isotropy.

### Theorem

Under these assumptions the principal in-plane stresses of the film are

$$\sigma_1\equiv\sigma_{[1\bar10]}=\frac{4C_{44}B}{S}\,\varepsilon,\qquad \sigma_2\equiv\sigma_{[001]}=\frac{B\,(C_{11}-C_{12}+2C_{44})}{S}\,\varepsilon .$$

Their difference is

$$\sigma_2-\sigma_1=\frac{BD}{S}\,\varepsilon=\varepsilon\,\frac{(C_{11}+2C_{12})(C_{11}-C_{12}-2C_{44})}{C_{11}+C_{12}+2C_{44}} .$$

For $\varepsilon\neq0$ the stresses are unequal if and only if $D\neq0$. Both have the sign of $\varepsilon$, and their magnitudes differ by $|\varepsilon|\,B|D|/S$.

### Lemma 1: the film does not shear

*When the in-plane strain is diagonal in the axes $\mathbf t_1,\mathbf t_2$, the relaxed film has no shear strain in its film axes, and $\mathbf t_1,\mathbf t_2,\mathbf n$ are principal axes of the stress.*

*Proof.* The substrate fixes the in-plane strain. The three strain components that involve the normal remain free, and they can be collected in a vector $\mathbf d$ that adds the strain $\tfrac12(\mathbf d\mathbf n^{T}+\mathbf n\mathbf d^{T})$. The three components of $\boldsymbol\sigma\mathbf n=0$ determine $\mathbf d$.

The solution is unique. Suppose that two solutions existed, and let $\mathbf d$ now denote their difference. By linearity the difference strain has a stress $\boldsymbol\sigma$ with $\boldsymbol\sigma\mathbf n=0$. Its energy density is

$$\tfrac12\sum_{ij}\sigma_{ij}\,\tfrac12(d_in_j+n_id_j)=\tfrac12\,\mathbf d\cdot\boldsymbol\sigma\mathbf n=0,$$

where the symmetry of $\boldsymbol\sigma$ has been used. In a stable crystal a strain without energy is zero, so the two solutions coincide.

Now reflect the film in the plane normal to $\mathbf t_1$. This operation exchanges $x$ and $y$, which leaves Hooke's law for a cubic crystal unchanged. It leaves the imposed diagonal strain and the free surface unchanged. The reflected solution therefore solves the same problem, and by uniqueness it equals the original one. The shear strain between $\mathbf t_1$ and $\mathbf n$ changes sign under the reflection, so it is zero. The reflection $z\to-z$ removes the shear strain between $\mathbf t_2$ and $\mathbf n$ in the same way. The shear stresses change sign under the same reflections and vanish too, including the one between $\mathbf t_1$ and $\mathbf t_2$. $\square$

### Lemma 2: stresses for given principal strains

Let the strains along $\mathbf t_1$, $\mathbf t_2$ and $\mathbf n$ be $\varepsilon_1$, $\varepsilon_2$ and $e$. The in-plane strains are kept distinct for the moment because the second half needs the case in which they differ.

*The stresses along the three axes are*

$$\sigma_1=\tfrac12(C_{11}+C_{12})(\varepsilon_1+e)+C_{12}\varepsilon_2-C_{44}(e-\varepsilon_1),$$

$$\sigma_2=C_{11}\varepsilon_2+C_{12}(\varepsilon_1+e),$$

$$\sigma_n=\tfrac12(C_{11}+C_{12})(\varepsilon_1+e)+C_{12}\varepsilon_2+C_{44}(e-\varepsilon_1).$$

*Proof.* The strain tensor is $\varepsilon_1\mathbf t_1\mathbf t_1^{T}+\varepsilon_2\mathbf t_2\mathbf t_2^{T}+e\,\mathbf n\mathbf n^{T}$. The $xx$ and $yy$ components of $\mathbf t_1\mathbf t_1^{T}$ are both $\tfrac12$, and its $xy$ component is $-\tfrac12$. For $\mathbf n\mathbf n^{T}$ all three components are $+\tfrac12$. In the cube axes the strain is therefore

$$\varepsilon_{xx}=\varepsilon_{yy}=\tfrac12(\varepsilon_1+e),\qquad \varepsilon_{zz}=\varepsilon_2,\qquad \varepsilon_{xy}=\tfrac12(e-\varepsilon_1),$$

and the remaining shears are zero. Hooke's law gives

$$\sigma_{xx}=\sigma_{yy}=\tfrac12(C_{11}+C_{12})(\varepsilon_1+e)+C_{12}\varepsilon_2,$$

$$\sigma_{zz}=C_{11}\varepsilon_2+C_{12}(\varepsilon_1+e),\qquad \sigma_{xy}=C_{44}(e-\varepsilon_1).$$

The stress along a unit vector $\mathbf u$ is $\mathbf u\cdot\boldsymbol\sigma\mathbf u$. For $\mathbf n$ this is $\tfrac12(\sigma_{xx}+\sigma_{yy})+\sigma_{xy}=\sigma_{xx}+\sigma_{xy}$. For $\mathbf t_1$ the product of the two components is negative, which gives $\sigma_{xx}-\sigma_{xy}$. For $\mathbf t_2$ it is $\sigma_{zz}$. Inserting the components gives the three expressions. $\square$

The coefficient of $e$ in $\sigma_n$ is $\tfrac12(C_{11}+C_{12})+C_{44}=\tfrac12S$, as used at the start.

### Lemma 3: the normal strain

*For $\varepsilon_1=\varepsilon_2=\varepsilon$ the free surface gives*

$$e=-\varepsilon\,\frac{C_{11}+3C_{12}-2C_{44}}{S},\qquad \varepsilon-e=\frac{2B}{S}\,\varepsilon .$$

*Proof.* Set $\sigma_n=0$ in Lemma 2 and collect terms:

$$\tfrac12S\,e+\left[\tfrac12(C_{11}+C_{12})-C_{44}+C_{12}\right]\varepsilon=0.$$

The bracket equals $\tfrac12(C_{11}+3C_{12}-2C_{44})$. Division by $\tfrac12S$, which is positive, gives $e$. Then

$$\varepsilon-e=\varepsilon\,\frac{(C_{11}+C_{12}+2C_{44})+(C_{11}+3C_{12}-2C_{44})}{S}=\varepsilon\,\frac{2C_{11}+4C_{12}}{S},$$

and the last numerator is $2B$. $\square$

### Proof of the theorem

On the free surface $\sigma_n=\sigma_{xx}+\sigma_{xy}=0$, so that $\sigma_{xx}=-\sigma_{xy}$. The stress along $[1\bar10]$ is then

$$\sigma_1=\sigma_{xx}-\sigma_{xy}=-2\sigma_{xy}=2C_{44}(\varepsilon-e)=\frac{4C_{44}B}{S}\,\varepsilon .$$

For the difference, subtract the first expression of Lemma 2 from the second with $\varepsilon_1=\varepsilon_2=\varepsilon$. The coefficient of $\varepsilon$ is

$$C_{11}+C_{12}-\tfrac12(C_{11}+C_{12})-C_{12}-C_{44}=\tfrac12(C_{11}-C_{12}-2C_{44})=\tfrac12D,$$

and the coefficient of $e$ is

$$C_{12}-\tfrac12(C_{11}+C_{12})+C_{44}=-\tfrac12(C_{11}-C_{12}-2C_{44})=-\tfrac12D .$$

Therefore

$$\sigma_2-\sigma_1=\tfrac12D\,(\varepsilon-e)=\frac{BD}{S}\,\varepsilon .$$

This is the stated difference, and it shows that $k=1$. Adding it to $\sigma_1$ gives

$$\sigma_2=\left(2C_{44}+\tfrac12D\right)(\varepsilon-e)=\tfrac12(C_{11}-C_{12}+2C_{44})\,\frac{2B}{S}\,\varepsilon ,$$

which is the stated $\sigma_2$. Stability makes $B$, $S$, $C_{44}$ and $C_{11}-C_{12}+2C_{44}$ positive, so both stresses have the sign of $\varepsilon$. The difference of their magnitudes then has the same size as the difference of the stresses. Since $B/S$ is positive, the difference vanishes for $\varepsilon\ne0$ if and only if $D=0$. $\square$

### Remarks

**Sign.** Let $A=2C_{44}/(C_{11}-C_{12})$ be the anisotropy ratio. Since $D=(C_{11}-C_{12})(1-A)$, a crystal with $A>1$ has $D<0$. Its film carries the larger stress, in magnitude, along $[1\bar10]$. A crystal with $A<1$ carries it along $[001]$. Dividing the two stresses gives

$$\frac{\sigma_1}{\sigma_2}=\frac{4C_{44}}{C_{11}-C_{12}+2C_{44}}=\frac{2A}{1+A}.$$

The ratio depends on one combination of the stiffnesses and not on the strain. It tends to 2 for very large $A$ and to 0 for very small $A$.

**Two contributions.** The form $\tfrac12D(\varepsilon-e)$ separates the imposed in-plane strain from the response of the free surface. If the normal strain were held at zero, the difference would be $\tfrac12D\varepsilon$. Relaxation multiplies this by $2B/S$. It enlarges the difference when $e$ and $\varepsilon$ have opposite signs, that is, when $C_{11}+3C_{12}>2C_{44}$.

**Meaning of the limit of small $C_{44}$.** The unequal strains $\varepsilon$ and $e$ change the right angle between the $x$ and $y$ axes. The stress along $[1\bar10]$ is minus twice the resulting shear stress $\sigma_{xy}$. As $C_{44}$ tends to zero, the crystal loses its resistance to this change of angle, and $\sigma_1$ disappears, while $\sigma_2$ remains finite.

**Surfaces with equal stresses.** The elastic response of a cubic crystal has a fourfold axis normal to $(001)$ and a threefold axis normal to $(111)$. A symmetric in-plane tensor that is unchanged by either rotation is a multiple of the unit tensor, because unequal principal axes would have to turn into themselves. The in-plane stresses are then equal even in an anisotropic crystal.

For $(001)$ the free surface requires $C_{11}e+2C_{12}\varepsilon=0$, and

$$\sigma_{(001)}=(C_{11}+C_{12})\varepsilon+C_{12}e=\frac{C_{11}^2+C_{11}C_{12}-2C_{12}^2}{C_{11}}\,\varepsilon=\frac{B\,(C_{11}-C_{12})}{C_{11}}\,\varepsilon .$$

For $(111)$ put $g=e-\varepsilon$. Each diagonal strain in the cube axes is $\varepsilon+g/3$, and each shear is $g/3$. The diagonal stress is $B(\varepsilon+g/3)$ and the shear stress is $2C_{44}g/3$. The normal stress is the diagonal stress plus twice the shear stress, and setting it to zero gives $g=-3B\varepsilon/(B+4C_{44})$. An in-plane direction has components that sum to zero, so its stress is the diagonal stress minus the shear stress. The free-surface condition makes the diagonal stress equal to $-4C_{44}g/3$, and hence

$$\sigma_{(111)}=-\tfrac43C_{44}g-\tfrac23C_{44}g=-2C_{44}g=\frac{6C_{44}B}{B+4C_{44}}\,\varepsilon .$$

## II. A germanium film, its consequences and its limits

### Symbols and results carried over

The subscripts 1, 2 and $n$ denote $[1\bar10]$, $[001]$ and the normal $[110]$. The in-plane strain is $\varepsilon$, the normal strain is $e$, and tension is positive. With $B=C_{11}+2C_{12}$, $D=C_{11}-C_{12}-2C_{44}$ and $S=C_{11}+C_{12}+2C_{44}$, the free film obeys

$$\sigma_1=\frac{4C_{44}B}{S}\varepsilon,\qquad \sigma_2=\frac{B(C_{11}-C_{12}+2C_{44})}{S}\varepsilon,\qquad \sigma_2-\sigma_1=\frac{BD}{S}\varepsilon=\tfrac12D(\varepsilon-e).$$

For unequal in-plane strains $\varepsilon_1$ and $\varepsilon_2$, Lemma 2 gives the stresses.

### Worked example

A germanium film 20 nm thick grows coherently on a relaxed cubic $(110)$ buffer, whose lattice parameter is larger than that of germanium by 0.20 %. The buffer lies on a wafer 500 µm thick. The stiffnesses are rough typical room-temperature values for germanium:

$$C_{11}=130,\qquad C_{12}=48,\qquad C_{44}=67\ \text{GPa}.$$

The combinations are $B=130+96=226$ GPa, $D=130-48-134=-52$ GPa and $S=130+48+134=312$ GPa. The anisotropy ratio is $A=134/82=1.63$, so the larger stress must lie along $[1\bar10]$. The normal strain is

$$e=-0.20\,\%\times\frac{130+144-134}{312}=-0.090\,\% .$$

The stresses are

$$\sigma_1=\frac{4\times67\times226}{312}\times0.0020\ \text{GPa}=388\ \text{MPa},$$

$$\sigma_2=\frac{226\times216}{312}\times0.0020\ \text{GPa}=313\ \text{MPa},$$

and their difference is

$$\sigma_2-\sigma_1=\frac{226\times(-52)}{312}\times0.0020\ \text{GPa}=-75\ \text{MPa}.$$

The stress along $[1\bar10]$ exceeds the other by 24 %, in agreement with $2A/(1+A)=1.24$. With the normal strain clamped at zero the difference would be $-52$ MPa. The contraction of the film along its normal supplies the other $-23$ MPa.

With the same stiffnesses and the same in-plane strain, a $(001)$ film would carry 285 MPa in both directions and a $(111)$ film 368 MPa.

The two in-plane stresses of an equally stretched $(110)$ film are now known and differ whenever the crystal is elastically anisotropic; in the germanium example they are 388 MPa along $[1\bar10]$ and 313 MPa along $[001]$. What remains is to see what this difference means for dislocation glide and wafer bending, and how far neglected effects and the onset of relaxation change it.

All numerical values are calculated from the stated model.
